\section*{Which silicon corners does isotropic etching round?}

\section{The argument under review}

The argument concerns a long silicon ridge with vertical walls, standing on a flat floor and etched without a mask. In cross-section the ridge is 3000 nm wide and 2000 nm high, and it repeats with a period of 8000 nm. The etchant removes 20 nm/s for 30 s. The claim is that all four corners of the ridge, two at the top and two at the foot, end as circular arcs of radius 600 nm. Three reasons are offered:
\begin{enumerate}
\item An isotropic etchant advances equally in all directions, so each surface point sends out a circular wavelet.
\item A corner is a surface point, so its circle must appear in the final outline.
\item A top corner is attacked from two sides, so it loses more silicon than a flat face and becomes blunt.
\end{enumerate}

The first reason is sound if the etch speed is uniform. The second does not follow from it, because a wavelet shows in the outline only where no other wavelet has gone further. The third contains a true observation about the top corner, but draws the wrong conclusion from it. The construction has to be carried through separately for the two kinds of corner.

\section{What the wavelets determine}

Let every exposed surface element recede along its normal at the same speed $v$, whatever its orientation, curvature or position. After time $t$ the etch distance is
\begin{equation}
d=vt .
\end{equation}
The formulas for this uniform-speed front contain only lengths, angles, times and speeds, so they keep the same form in atomic units.

For a point $P$ in the original silicon, let $s(P)$ be its shortest distance to the original surface. A wavelet of radius $d$ reaches $P$ if its source lies within $d$ of $P$. At least one wavelet does so when $s(P)\le d$, and none does when $s(P)>d$. The etched region is therefore $s\le d$, and the new front is
\begin{equation}
s(P)=d .
\label{eq:front}
\end{equation}
Where the nearest surface point is unique, moving $P$ directly away from it raises $s$ at unit rate, so the front $s=vt$ has normal speed $v$, as required.

The construction can also be stopped and restarted. Suppose $s(P)=d_1+d_2$. The straight segment from $P$ to its nearest surface point crosses the front $s=d_1$ at distance $d_2$ from $P$. No point of that front can be nearer, since a shorter route to it, followed by a distance $d_1$ to the surface, would make $s(P)$ less than $d_1+d_2$. Etching by $d_1$ and then by $d_2$ thus gives the same front as etching by $d_1+d_2$ at once.

Corner angles will be measured inside the silicon. A protruding corner has angle $\alpha<\pi$, and a re-entrant corner has angle $\beta>\pi$. The etchant occupies the rest of the full turn, so a corner that protrudes into the etchant is re-entrant from the etchant's side.

\section{The top corner: a hidden wavelet}

Put the origin at the tip of a protruding corner. Let $P$ lie at distance $r$ from the tip and at angle $\theta$ from the nearer face. Then
\begin{equation}
0<\theta\le \frac{\alpha}{2}<\frac{\pi}{2}.
\end{equation}
The perpendicular from $P$ meets the line of that face at distance $r\cos\theta$ from the tip. Since $\cos\theta>0$, this foot lies on the face itself, provided the face is long enough. The distance from $P$ to the face is
\begin{equation}
s=r\sin\theta<r .
\label{eq:convex}
\end{equation}
The other face is no nearer. Its angle from $P$ is $\alpha-\theta$, which lies between $\theta$ and $\pi-\theta$, where the sine is at least $\sin\theta$. If that angle exceeds $\pi/2$, the nearest point of the other face is the tip, at the larger distance $r$.

Equation \eqref{eq:convex} refutes the second reason. The tip does emit a wavelet, but every silicon point has a nearer source on a face. The tip's circle lies inside the region already removed by the face wavelets and contributes nothing to the front.

Setting $r\sin\theta=d$ gives a line parallel to the face at depth $d$. The two shifted lines meet on the bisector, where $\theta=\alpha/2$:
\begin{equation}
r_{\rm tip}=\frac{d}{\sin(\alpha/2)} .
\label{eq:tip}
\end{equation}
Both lines keep their directions, so the corner keeps its angle and remains sharp.

For the ridge, $\alpha=\pi/2$ and $d=20\times30=600$ nm. The tip moves
\begin{equation}
r_{\rm tip}=\sqrt2\,d=849\ {\rm nm}\quad(8490\ \text{\AA}),
\end{equation}
which corresponds to 28.3 nm/s. This is the true part of the third reason: the tip position does travel further than either face. But no surface element recedes at 28.3 nm/s along its normal. The tip is the moving intersection of two lines, each advancing at 20 nm/s, and its greater speed is what keeps the intersection sharp. As $\alpha\to\pi$ the factor in Eq.~\eqref{eq:tip} tends to one, the result for a flat face. For a very narrow wedge it becomes large, because a small loss of thickness removes a long piece of the tip.

\section{The foot: a visible wavelet}

At a re-entrant corner, let $\theta_1$ and $\theta_2$ be the angles from $P$ to the two faces, measured through the silicon:
\begin{equation}
\theta_1+\theta_2=\beta>\pi .
\end{equation}
If $\theta_1<\pi/2$, the perpendicular from $P$ lands on the first face, and $s=r\sin\theta_1$. The same holds for the second face if $\theta_2<\pi/2$. Both cannot happen together, since their sum exceeds $\pi$.

There remains a sector in which both angles are at least $\pi/2$. Neither perpendicular then lands on its face beyond the corner, so the corner itself is the nearest source:
\begin{equation}
s=r,\qquad \frac{\pi}{2}\le\theta_1\le\beta-\frac{\pi}{2}.
\end{equation}
The front in this sector is $r=d$, an arc of radius $d$ centred on the old corner. Its sweep is
\begin{equation}
\left(\beta-\frac{\pi}{2}\right)-\frac{\pi}{2}=\beta-\pi .
\end{equation}
At each end the radius is perpendicular to a face, so the arc is parallel to that face and joins its shifted line without a kink.

For the ridge, $\beta=3\pi/2$. Each foot becomes a quarter circle of radius 600 nm (6000 \AA), with arc length $\pi d/2=942$ nm. If the shifted wall and floor had been extended to a sharp intersection, that point would lie 849 nm from the old corner. The arc lies at 600 nm, so about 250 nm of silicon remains along the bisector which a sharp foot would not have. The fillet is silicon that no wavelet has reached.

\section{Corners that are not perfectly sharp}

A possible objection is that an ideal corner has no definite normal, so that its wavelet is an extra assumption. Replacing the corner by a small arc of radius $r_0$, tangent to both faces, removes the difficulty.

At a protruding corner the centre of this arc lies in the silicon. Each element moves towards the centre, and the radius becomes
\begin{equation}
R_{\rm protruding}=r_0-d\qquad(d<r_0).
\end{equation}
The centre is at depth $r_0$ from both faces. At $d=r_0$ the arc has shrunk to that centre, just where the shifted faces meet. From then on the restart property applies to a sharp corner. Isotropic etching therefore sharpens a rounded protrusion.

At a re-entrant corner the centre lies in the etchant. Each element moves away from it, so
\begin{equation}
R_{\rm re-entrant}=r_0+d .
\end{equation}
The limit $r_0\to0$ gives the arc of radius $d$ found above. If all corners of the ridge start with $r_0=50$ nm, a 20 nm etch leaves a top radius of 30 nm. After 600 nm the top is sharp in this model, while the foot radius is 650 nm.

\section{The corrected outline of the ridge}

Write $W$, $H$ and $S$ for the width, height and period, and put the original floor at height zero. The two walls each move inwards by $d$, so the new top width is
\begin{equation}
W-2d=3000-1200=1800\ {\rm nm}.
\end{equation}
The top falls to 1400 nm and the floor to $-600$ nm. The height remains 2000 nm, made up of 1400 nm of straight wall and 600 nm spanned by the foot arc.

The removed area in half a period has four parts. The top loses $dW/2$. The wall below the new top loses $d(H-d)$. The floor outside the ridge loses $d(S-W)/2$. The foot wavelet removes a quarter disc under the ridge. Hence
\begin{align}
A&=\frac{dW}{2}+d(H-d)+\frac{d(S-W)}{2}+\frac{\pi d^2}{4}\nonumber\\
&=d\left(\frac S2+H\right)-d^2+\frac{\pi d^2}{4}.
\end{align}
In square micrometres this is $3.60-0.36+0.28=3.52$. The term $-d^2$ corrects for the square at the top that would otherwise be counted for both faces. The last term is the foot sector, which belongs to neither face. Their different forms record the different fates of the two corners.

This outline requires $d<W/2$ and $d<H$. Here the first limit comes first, at $d=1500$ nm or 75 s. The two walls then meet along their whole remaining height, and that part of the ridge vanishes at once. For slightly larger $d$, the nearest sources to a point on the centre line at height $y<0$ are the two old foot corners, at distance $\sqrt{W^2/4+y^2}$. Setting this equal to $d$ gives
\begin{equation}
y=-\sqrt{d^2-\frac{W^2}{4}} .
\end{equation}
The two foot arcs now meet at an angle and form a sharp silicon edge. Even smooth arcs can produce a sharp protrusion when their fronts collide.

\section{When blunting is the right prediction}

The argument would need a different physical premise to blunt the top. Suppose that reagent transport, rather than surface reaction, limits the etch. Let the reagent concentration $u$ obey Laplace's equation and vanish at the silicon. In an etchant wedge of angle $\varphi$, with $\theta$ now measured from one wall, the leading solution is
\begin{equation}
u=A r^p\sin(p\theta),\qquad p=\frac{\pi}{\varphi}.
\end{equation}
It vanishes on both walls, and
\begin{equation}
\nabla^2u=A\left[p(p-1)+p-p^2\right]r^{p-2}\sin(p\theta)=0 .
\end{equation}
The flux into the wall at $\theta=0$ is proportional to
\begin{equation}
\frac1r\frac{\partial u}{\partial\theta}\bigg|_{\theta=0}=Ap\,r^{p-1}.
\end{equation}

Around the top corner $\varphi=3\pi/2$, so $p=2/3$ and the flux varies as $r^{-1/3}$. The faces recede fastest near the tip and begin to bend away from their original directions, which blunts it. At the foot $\varphi=\pi/2$, so $p=2$ and the flux falls to zero in proportion to $r$; the corner lags behind. These are initial tendencies near ideal corners, not final shapes. They show that a non-uniform speed can blunt a protrusion. A uniform speed cannot, as the construction for the top corner showed, so the predicted blunting contradicts the first reason of the argument.

\section{Reading the result for a real bath}

The chosen 20 nm/s, or 1.2 micrometres per minute, is a rough typical value for heavily doped silicon in a hydrofluoric--nitric bath diluted with acetic acid. Take roughly 2 mol/L of HF, a diffusivity $D$ of $10^{-5}$ cm$^2$/s and six HF molecules per dissolved silicon atom. With silicon density $n$ and HF number density $c$, one-dimensional diffusion over a length $L$ gives a relative concentration drop $6nvL/(Dc)$. For a flat surface this is 1\% over a length equal to the ridge height, or about 6 nm of etch distance if the rate is proportional to HF concentration. The ridge walls also consume HF, which raises the difference between top and floor to roughly 10 nm. Across an assumed stagnant film 20 micrometres thick above a flat wafer the drop is 10\%. The ridge walls make the exposed surface 1.5 times as large, which raises this to about 15\%. It is mainly a common slowing of the etch. A drift of 1 K at 298 K changes $d$ by about 16 nm if the activation energy is 0.2 eV. That is close to the value for diffusion in water, so it would suggest transport control. If the surface reaction sets the rate, as uniform speed requires, the activation energy is usually larger; at 0.5 eV the change is about 40 nm. Nitric-acid supply, gas bubbles and local heating are not included in these estimates and can break the uniform-speed assumption. Nor can a real edge be sharper than atomic structure allows: the silicon lattice parameter is 0.543 nm, and roughness can set a larger limit.

Slight crystal anisotropy affects the foot in a less obvious way. Take a ridge along $\langle100\rangle$ on a (100) wafer, so that wall and floor are equivalent crystal planes; for a ridge along $\langle110\rangle$ they are not, and the formula below does not apply. Let $\psi$ be the angle of the surface normal from the wall normal, and let a plane of that orientation move
\begin{equation}
h(\psi)=d\left[1-\frac a2(1-\cos4\psi)\right].
\end{equation}
With an assumed $a=0.02$, the diagonal plane moves 2\% less than the wall, or 12 nm. The planes starting at the old foot corner envelop the curve $\mathbf x=h\mathbf n+h'\mathbf t$, where $\mathbf n'=\mathbf t$ and $\mathbf t'=-\mathbf n$. Differentiation gives $\mathbf x'=(h+h'')\mathbf t$, so the local radius of curvature is
\begin{equation}
h+h''=d\left(1-\frac a2-\frac{15a}{2}\cos4\psi\right).
\end{equation}
It runs from 504 nm beside the wall and floor to 684 nm on the diagonal. A 2\% variation in rate thus changes the curvature radius by up to 16\% of its isotropic value, although the front itself hardly moves. A radius fitted to a short piece of the foot is therefore a poor measure of etch distance unless the isotropy is known to be much better than this.

The top corner is less sensitive. A plane of orientation $\psi$ would bevel it only by moving further than the tip does along that normal, a distance $d(\cos\psi+\sin\psi)\ge d$. Planes slower than the wall cannot do this. On the diagonal, a bevel would need a rate more than $\sqrt2$ times that of the wall. Close to a face the margin is much smaller: a plane tilted by 1 degree from the wall needs to be only about 1.7\% faster. The smooth variation assumed here stays below this limit at every angle, but a sharp rate minimum at the wall orientation might not.
